# Nuclear relaxation by a cubic d band: Obata's three rates

## Definitions and conventions

A nucleus of spin \(\mathbf I\) sits on an atom of a nonmagnetic metal with one atom per cell and full cubic symmetry \(O_h\) at the site. Its conduction electrons occupy a d band. Atomic units are used in the algebra: \(\hbar=m_e=e=1\), the Bohr magneton is \(\mu_B=1/2\), and the magnetic constant \(\mu_0/4\pi\) equals \(\alpha^2\), with \(\alpha\) the fine-structure constant. The nuclear moment is \(g_n\mu_N\mathbf I\), with \(\mu_N=m_e/(2m_p)\).

The electron has orbital angular momentum \(\mathbf l\) and spin \(\mathbf s\), and \(\hat{\mathbf r}\) is the unit vector from the nucleus to it. The density of states at the Fermi level, per atom and per spin, is \(N\). The fraction of \(N\) carried by the \(t_{2g}\) orbitals \(xy,yz,zx\) is \(f\); the \(e_g\) orbitals \(x^2-y^2\) and \(3z^2-r^2\) carry \(1-f\).

The model is a tight-binding band of orthogonal d orbitals with a single radial function. Spin-orbit coupling is absent, and only matrix elements on the atom of the nucleus are kept. The relaxation rate is then

\[
\frac1{T_1}=\pi P^2kT\,N^2\,(R_{\rm orb}+R_{\rm dip}+R_{\rm cp}),\tag{1}
\]

\[
\begin{aligned}
R_{\rm orb}&=\tfrac83 f\left(2-\tfrac53f\right),\\
R_{\rm dip}&=\tfrac4{49}\left(2-2f+\tfrac53f^2\right),\\
R_{\rm cp}&=\kappa^2\left[\tfrac13f^2+\tfrac12(1-f)^2\right],
\end{aligned}\tag{2}
\]

where \(P\) and \(\kappa\) are defined by the hyperfine coupling that follows.

## The hyperfine coupling

An electron of charge \(-1\) at \(\mathbf r\) produces at the nucleus the orbital field \(-2\alpha^2\mu_B\,\mathbf l/r^3\). Its spin moment \(\mathbf m=-2\mu_B\mathbf s\) produces the dipole field \(\alpha^2[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf m)-\mathbf m]/r^3\). The energy of the nuclear moment is minus its product with the field, so both terms become positive multiples of \(\mathbf I\cdot\mathbf l\) and \(\mathbf I\cdot[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)-\mathbf s]\). A d orbital vanishes at the nucleus and has no direct contact term.

It does have an indirect one. Exchange with the d spin polarizes the closed s shells of the core. To first order this contact coupling is linear in \(\mathbf s\) and acts on the d orbitals through some matrix \(K\). For an atomic, spherical core, \(K\) commutes with all rotations of the orbitals. The five d orbitals form an irreducible set under rotations, so \(K\) is a multiple of the unit matrix. Altogether

\[
H=P\,\mathbf I\cdot\mathbf F,\qquad P=2\alpha^2\mu_Bg_n\mu_N\langle r^{-3}\rangle,\tag{3}
\]

\[
F_i=l_i+\sum_jT_{ij}s_j-\kappa s_i,\qquad T_{ij}=3\hat r_i\hat r_j-\delta_{ij}.\tag{4}
\]

The core field is \(+\kappa P\mathbf s/(g_n\mu_N)\). For \(\kappa>0\) it is parallel to \(\mathbf s\), hence opposite to the d moment \(-2\mu_B\mathbf s\).

## From the golden rule to a trace

With \(F_\pm=F_x\pm iF_y\) and the field along \(z\),

\[
\mathbf I\cdot\mathbf F=I_zF_z+\tfrac12(I_+F_-+I_-F_+).\tag{5}
\]

For \(I=1/2\), \(\langle-|I_-|+\rangle=1\), so a downward nuclear flip acts on the electrons with \(PF_+/2\). Let \(q\) label a Bloch state, including band and spin, and let \(n_F\) be the Fermi function. The nuclear and electronic Zeeman energies are neglected against \(kT\) and against the scale on which the band structure varies. The flip rate is

\[
W=2\pi\frac{P^2}{4}\sum_{qq'}|\langle q'|F_+|q\rangle|^2\,n_F(E_q)[1-n_F(E_{q'})]\,\delta(E_q-E_{q'}).\tag{6}
\]

The density of states and the matrix elements are taken as constant over a range \(kT\). Since \(n_F(1-n_F)=-kT\,dn_F/dE\), the energy integral gives \(kT\), and both states are placed at the Fermi level.

The upward rate has the same value in this approximation, so the population difference decays at the rate \(2W\). The same holds for larger \(I\). There the rates are \(W_{m\to m\pm1}=W[I(I+1)-m(m\pm1)]\), and for populations \(p_m\)

\[
\frac{d\langle I_z\rangle}{dt}=W\sum_mp_m\left[-m(m+1)+m(m-1)\right]=-2W\langle I_z\rangle.\tag{7}
\]

The small difference between upward and downward rates, dropped here, fixes the equilibrium value towards which \(\langle I_z\rangle\) decays. Therefore \(1/T_1=2W\), or

\[
\frac1{T_1}=\pi P^2kT\,G,\qquad G=\sum_{qq'}|\langle q'|F_+|q\rangle|^2\delta(E_q-E_F)\delta(E_{q'}-E_F).\tag{8}
\]

A Bloch state has the amplitude \(c_a(q)/\sqrt{\mathcal N}\) on orbital \(a\) of the atom considered, where \(\mathcal N\) is the number of cells and \(a\) includes spin. One nucleus does not conserve crystal momentum, so \(q\) and \(q'\) run independently over the Fermi surface. Define the on-site density matrix at the Fermi level,

\[
\rho_{ab}=\frac1{\mathcal N}\sum_qc_a(q)c_b^*(q)\,\delta(E_q-E_F).\tag{9}
\]

Writing out the square in (8) gives \(\sum (F_+)_{ba}\rho_{aa'}(F_+^\dagger)_{a'b'}\rho_{b'b}\), that is, after a cyclic shift,

\[
G={\rm Tr}(F_+^\dagger\rho F_+\rho).\tag{10}
\]

The trace runs over orbitals and spin. All that the relaxation needs from the band structure is contained in \(\rho\).

## What cubic symmetry does

Without magnetism and spin-orbit coupling \(\rho\) is the unit matrix in spin. In orbital space it commutes with the cubic group, under which \(t_{2g}\) and \(e_g\) are irreducible and inequivalent. By Schur's lemma it is diagonal, with one value in each set:

\[
n_t=\frac{fN}3,\qquad n_e=\frac{(1-f)N}2,\qquad 3n_t+2n_e=N.\tag{11}
\]

Expanding (10) in Cartesian components produces \({\rm Tr}(F_x\rho F_x\rho)+{\rm Tr}(F_y\rho F_y\rho)\) and the term \(i[{\rm Tr}(F_x\rho F_y\rho)-{\rm Tr}(F_y\rho F_x\rho)]\), which vanishes because the trace is cyclic. Hence

\[
G=\sum_{i=x,y}{\rm Tr}(F_i\rho F_i\rho).\tag{12}
\]

The quantity \(M_{ij}={\rm Tr}(F_i\rho F_j\rho)\) is a symmetric tensor of second rank, invariant under the cubic group, and so proportional to \(\delta_{ij}\). It follows that \(G=2M_{zz}\) for any field direction. The argument holds for each part of \(\mathbf F\) separately.

## The three rates

**Orbital part.** From \(l_z=-i(x\partial_y-y\partial_x)\) and the normalized orbitals,

\[
l_z|zx\rangle=i|yz\rangle,\qquad l_z|xy\rangle=-2i|x^2-y^2\rangle,\qquad l_z|3z^2-r^2\rangle=0.\tag{13}
\]

The factor 2 arises because \(x^2-y^2\) carries half the normalization constant of \(xy\). Each pair enters the trace twice, so the orbital trace of \(l_z\rho l_z\rho\) is \(2n_t^2+8n_tn_e\). Spin contributes a factor 2, and the components \(x\) and \(y\) another 2:

\[
G_{\rm orb}=8n_t^2+32n_tn_e
=N^2\left[\tfrac89f^2+\tfrac{16}3f(1-f)\right]=N^2\,\tfrac83f\left(2-\tfrac53f\right).\tag{14}
\]

There is no \(n_e^2\) term, since \(\mathbf l\) has no matrix elements within \(e_g\). A pure \(e_g\) Fermi level gives no orbital relaxation.

**Dipolar part.** The spin trace is \({\rm Tr}(s_js_k)=\delta_{jk}/2\). By isotropy the sum over \(i=x,y\) is two thirds of the sum over all \(i\), so

\[
G_{\rm dip}=\tfrac13\sum_{ij}{\rm Tr}(T_{ij}\rho T_{ij}\rho)
=\tfrac13\left[3\,{\rm Tr}(T_{zz}\rho T_{zz}\rho)+6\,{\rm Tr}(T_{xy}\rho T_{xy}\rho)\right],\tag{15}
\]

with orbital traces on the right. The matrix elements need these averages over the unit sphere:

\[
\langle x^2y^2\rangle=\tfrac1{15},\qquad\langle x^2y^2z^2\rangle=\tfrac1{105},\qquad\langle x^4y^2\rangle=\tfrac1{35}.\tag{16}
\]

\(T_{zz}\) is invariant under rotation about \(z\) and is diagonal in the real orbitals. For \(xy\), whose density is \(15x^2y^2\), its value is \(45/105-1=-4/7\). A rotation by \(45^\circ\) about \(z\) turns \(xy\) into \(x^2-y^2\) up to sign, which has the same value. For \(yz\) and \(zx\) it is \(45/35-1=2/7\). The sum over the full shell is spherical and must vanish, which leaves \(+4/7\) for \(3z^2-r^2\). Thus

\[
{\rm Tr}(T_{zz}\rho T_{zz}\rho)=\frac{(16+4+4)n_t^2+(16+16)n_e^2}{49}=\frac{24n_t^2+32n_e^2}{49}.\tag{17}
\]

For \(T_{xy}=3xy\), reflections and the exchange of \(x\) and \(y\) leave two independent elements:

\[
\begin{aligned}
\langle yz|T_{xy}|zx\rangle&=45\langle x^2y^2z^2\rangle=\tfrac37,\\
\langle xy|T_{xy}|3z^2-r^2\rangle&=\tfrac{15\sqrt3}2\langle x^2y^2(3z^2-1)\rangle=-\tfrac{2\sqrt3}7.
\end{aligned}\tag{18}
\]

Their squares are \(9/49\) and \(12/49\), each counted twice, so the trace is \((18n_t^2+24n_tn_e)/49\). Inserting this and (17) into (15),

\[
\begin{aligned}
G_{\rm dip}&=\frac{60n_t^2+48n_tn_e+32n_e^2}{49}\\
&=\frac{N^2}{49}\left[\tfrac{20}3f^2+8f(1-f)+8(1-f)^2\right]
=\frac{4N^2}{49}\left(2-2f+\tfrac53f^2\right).
\end{aligned}\tag{19}
\]

**Core part.** The two components \(i=x,y\) each contribute \(\kappa^2/2\) times the orbital trace of \(\rho^2\):

\[
G_{\rm cp}=\kappa^2(3n_t^2+2n_e^2)=\kappa^2N^2\left[\tfrac13f^2+\tfrac12(1-f)^2\right].\tag{20}
\]

The operator \(-\kappa s_i\) does not change the orbital, so there is no \(n_tn_e\) term. If the solid makes the core respond differently to the two sets, \(\kappa^2\) is replaced by \(\kappa_t^2\) in the first term and by \(\kappa_e^2\) in the second.

## Why the amplitudes do not interfere

All three parts of \(\mathbf F\) drive the same nuclear flip, and their amplitudes add before squaring. For two parts \(A\) and \(B\), the cross term in \(G\) is

\[
X_{AB}=2\sum_{i=x,y}{\rm Tr}(F_i^A\rho F_i^B\rho);\tag{21}
\]

the terms mixing \(x\) and \(y\) cancel by cyclicity, as in (12).

For the orbital part with either spin part, the trace contains the factor \({\rm Tr}\,s_j=0\). Spin-up and spin-down electrons contribute with opposite signs, and spin flips have no orbital counterpart to interfere with. This needs no cubic symmetry, merely a \(\rho\) that is independent of spin.

For the dipolar and core parts the spin trace is not zero. With \({\rm Tr}(s_js_i)=\delta_{ij}/2\),

\[
X_{\rm dip,cp}=-\kappa\sum_{i=x,y}{\rm Tr}(T_{ii}\rho^2)=\kappa\,{\rm Tr}(T_{zz}\rho^2),\tag{22}
\]

where \(T_{xx}+T_{yy}=-T_{zz}\) was used. In a cubic site \(\rho^2\) is constant within each set, and the diagonal values found above sum to zero in each:

\[
t_{2g}:\ -\tfrac47+\tfrac27+\tfrac27=0,\qquad e_g:\ -\tfrac47+\tfrac47=0.\tag{23}
\]

Individual transitions do interfere; their sum over the Fermi surface does not. Equations (14), (19) and (20) therefore add, which proves (1) and (2). Explicit double sums over the Bloch states of a bcc d band, at three Fermi levels and for three field directions, agree with each formula to rounding error, and each pairwise interference vanishes to the same accuracy.

**A tetragonal site.** Let the occupations of \(xy,yz,zx,x^2-y^2,3z^2-r^2\), normalized to \(N=1\), be \(0.30,0.15,0.15,0.25,0.15\), and let \(\kappa=0.5\). For a field along the tetragonal axis, (22) gives

\[
X_{\rm dip,cp}=\frac{0.5}7\left[-4(0.30)^2+4(0.15)^2-4(0.25)^2+4(0.15)^2\right]=-0.031.\tag{24}
\]

For a field along \(x\) or \(y\) it is \(+0.015\). The mean over field directions is zero because \(T\) is traceless. In a single crystal the interference thus contributes to the anisotropy of \(1/T_1\), while the orientational mean of the rate does not contain it. It is a small part of that anisotropy: for these occupations the orbital factor alone is 1.20 for a field along the axis and 1.89 for a field across it.

**Spin-orbit coupling.** Now \(\rho\) may contain a part such as \(\mathbf l\cdot\mathbf s\), and the factor \({\rm Tr}\,s_j\) no longer separates. As an illustration, take the bcc band described below at \(E_F=-1\) eV with a spin-orbit constant of 0.20 eV, sampled at only 128 wave vectors with each level broadened by 0.40 eV. The sum over this sample gives \(X/N^2\approx0.40\) for the orbital–dipolar term and \(0.17\) for the orbital–core term. On finer meshes these settle at 0.42 and 0.18, and with a broadening of 0.20 eV they are 0.45 and 0.20. Both exceed \(8/49\approx0.163\), the largest value that \(R_{\rm dip}\) can take for any \(f\) without spin-orbit coupling. This is possible because a cross term is bounded by \(2\sqrt{G_AG_B}\), not by the smaller rate. The spin-orbit constant is here only about 4% of the bandwidth, so a small ratio of the two does not by itself guarantee additivity. The cross terms shrink roughly in proportion to the constant: at 0.05 eV they are about 0.09 and 0.05. The separate rates also depart from (2); at 0.20 eV the dipolar factor rises from about 0.12 to about 0.17.

## One variable and its limits

The three factors depend on \(f\) through one combination,

\[
u=f\left(2-\tfrac53f\right)=\tfrac35-\tfrac53\left(f-\tfrac35\right)^2,\tag{25}
\]

\[
R_{\rm orb}=\tfrac83u,\qquad R_{\rm dip}=\tfrac4{49}(2-u),\qquad R_{\rm cp}=\tfrac{\kappa^2}2(1-u).\tag{26}
\]

The last form follows from \(\frac13f^2+\frac12(1-f)^2=\frac12-f+\frac56f^2\).

The reason is rotational symmetry. At \(f=3/5\) all five orbitals are equally occupied and \(\rho=(N/5)\mathbb 1\). A cubic deviation adds a traceless matrix \(C\) proportional to \(f-3/5\). To first order \(G\) changes by a multiple of \({\rm Tr}(\sum_iF_iF_iC)\), taken for one part of \(\mathbf F\) at a time. After the spin trace, the sum \(\sum_iF_iF_i\) is a rotational scalar in the d shell, hence a multiple of the unit matrix, and the first-order change vanishes. Each \(G/N^2\) is quadratic in \(f\), so it can contain only a constant and \((f-3/5)^2\).

Orbital relaxation is greatest at \(f=3/5\), where the other two are least. With \(\kappa=0.5\) the factors take these values:

| \(f\) | \(R_{\rm orb}\) | \(R_{\rm dip}\) | \(R_{\rm cp}\) |
|---|---|---|---|
| 0 | 0 | 0.163 | 0.125 |
| 0.6 | 1.600 | 0.114 | 0.050 |
| 1 | 0.889 | 0.136 | 0.083 |

The ratio \(R_{\rm orb}/R_{\rm dip}\) reaches 14 at \(f=3/5\). Near \(f=0\) the orbital factor rises as \(16f/3\) and overtakes the dipolar one at \(u=6/101\), or \(f\approx0.03\). A small \(t_{2g}\) admixture is enough, because it opens the strong \(e_g\)–\(t_{2g}\) transitions of (13).

The values \(f\) and \(6/5-f\) give the same \(u\). Even if \(N\), \(P\) and \(\kappa\) are known, a measured rate cannot tell these two compositions apart when both lie between 0 and 1.

## A bcc model band

The example has two-centre hoppings \((\sigma,\pi,\delta)\) of \((-0.6,0.4,-0.1)\) eV to nearest and \((-0.3,0.2,-0.05)\) eV to next-nearest neighbours. The band extends from \(-2.9\) to \(1.9\) eV, and its density of states is broadened by 0.20 eV. The remaining parameters are \(\langle r^{-3}\rangle=20\) Å\(^{-3}\), \(g_n=1\), \(\kappa=0.5\) and \(kT=0.025\) eV. Equation (3) gives \(P=1.169\times10^{-6}\) eV.

At \(E_F=-1\) eV, \(N=1.366\) eV\(^{-1}\) and \(f=0.731\). The common factor in (1) is

\[
\pi P^2kTN^2=\pi(1.169\times10^{-6})^2(0.025)(1.366)^2\ {\rm eV}=2.00\times10^{-13}\ {\rm eV}.\tag{27}
\]

From (25), \(u=0.731(2-1.218)=0.572\), and (26) gives \(R_{\rm orb}=1.52\), \(R_{\rm dip}=0.117\) and \(R_{\rm cp}=0.054\). Their sum, 1.69, yields \(\hbar/T_1=3.4\times10^{-13}\) eV, or \(1/T_1\approx5.2\times10^2\) s\(^{-1}\). The three Fermi levels compare as follows:

| \(E_F\) (eV) | \(N\) (eV\(^{-1}\)) | \(f\) | \(\hbar/T_1\) (eV) |
|---|---|---|---|
| \(-1\) | 1.37 | 0.73 | \(3.4\times10^{-13}\) |
| 0 | 0.65 | 0.53 | \(0.78\times10^{-13}\) |
| 1 | 2.33 | 0.43 | \(9.6\times10^{-13}\) |

The orbital share is about 90% in all three cases, the dipolar share about 7% and the core share about 3%. For \(f\) anywhere between 0.43 and 0.73, \(R_{\rm orb}\) varies only between 1.47 and its maximum of 1.60, since this range surrounds the stationary point \(f=3/5\). Between the last two rows the rate grows by a factor of 12. The factor \(N^2\) alone would give 13, and the sum of the \(R\) factors reduces this by 6%. At these three Fermi levels the rate is thus chiefly a measure of \(N^2\). This fails near the bottom of the band, where \(f\) approaches zero and the sum of the \(R\) factors falls to about 0.3. The values of \(N\) also depend on the broadening, which is eight times \(kT\): with 0.10 eV instead of 0.20 eV, \(N\) at 1 eV rises to about 2.6 eV\(^{-1}\) and the factor of 12 becomes about 15. With 0.05 eV, close to the thermal width, \(N\) at 1 eV is 2.8 eV\(^{-1}\), \(f\) is 0.40, \(\hbar/T_1\) is about \(13\times10^{-13}\) eV and the factor is about 17. The last row of the table is therefore specific to the 0.20 eV broadening, while the other two rates move by about 5% or less and the orbital share stays near 90%.

The example leaves out exchange enhancement of the spin fluctuations, contact relaxation by s electrons, and, for \(I>1/2\), relaxation through the nuclear quadrupole moment. The linear dependence on \(kT\) also fails if \(N(E)\) varies appreciably within \(kT\) of the Fermi level.

## Values computed for the example and the checks

```
near hoppings sigma, pi, delta (eV): -0.6 0.4 -0.1
next hoppings sigma, pi, delta (eV): -0.3 0.2 -0.05
Gaussian width for density of states: 0.20 eV
band bottom and top: -2.917, 1.944 eV
<r^-3> = 20.0 angstrom^-3, g_n = 1.0, kappa = 0.50
kT = 0.025 eV; coupling P = 1.1694e-06 eV
trace coefficients of n_t^2, n_t n_e, n_e^2 (no unit):
  orbital: 8.0000 32.0000 0.0000
  49 x dipolar: 60.0000 48.0000 32.0000
  core/kappa^2: 3.0000 0.0000 2.0000
factors R (no unit) at chosen f: orbital, dipolar, core
  f = 0.00: 0.00000 0.16327 0.12500
  f = 0.60: 1.60000 0.11429 0.05000
  f = 1.00: 0.88889 0.13605 0.08333
largest relative error, double sum against formula: 3.8e-15
largest cubic interference / (pi N^2): 1.5e-15
tetragonal occupations xy,yz,zx,x2-y2,3z2-r2: 0.3 0.15 0.15 0.25 0.15
tetragonal dip-core term, field x,y,z: 0.01536 0.01536 -0.03071
spin-orbit constant in the counterexample: 0.20 eV
  interference orb-dip / (pi N^2): 0.39797
  interference orb-cp / (pi N^2): 0.17429
E_F = -1.0 eV: d electrons per atom = 2.898
  N = 1.3658 per eV, atom and spin; f = 0.7307
  R orbital, dipolar, core: 1.52413 0.11661 0.05356
  hbar/T1 orb, dip, core (eV): 3.054e-13 2.336e-14 1.073e-14
  shares orb, dip, core (%): 89.96 6.88 3.16
  total hbar/T1 = 3.3948e-13 eV; 1/T1 = 515.75 s^-1
E_F = 0.0 eV: d electrons per atom = 4.422
  N = 0.6468 per eV, atom and spin; f = 0.5300
  R orbital, dipolar, core: 1.57819 0.11495 0.05102
  hbar/T1 orb, dip, core (eV): 7.093e-14 5.166e-15 2.293e-15
  shares orb, dip, core (%): 90.48 6.59 2.93
  total hbar/T1 = 7.8385e-14 eV; 1/T1 = 119.09 s^-1
E_F = 1.0 eV: d electrons per atom = 7.713
  N = 2.3321 per eV, atom and spin; f = 0.4273
  R orbital, dipolar, core: 1.46738 0.11835 0.05622
  hbar/T1 orb, dip, core (eV): 8.572e-13 6.913e-14 3.284e-14
  shares orb, dip, core (%): 89.37 7.21 3.42
  total hbar/T1 = 9.5913e-13 eV; 1/T1 = 1457.17 s^-1
```
